# Double Loops and Dielectric Response in Kittel's Quartic Antiferroelectric Model: verification in Python

```python
"""
Kittel two-sublattice quartic antiferroelectric: result under test.
G = alpha(Pa^2+Pb^2) + g Pa Pb + beta(Pa^4+Pb^4) - E(Pa+Pb)
P = Pa+Pb is the polarization, A = Pa-Pb the antipolar order.
alpha = slope*(T-T0). The continuous transition is at alpha = g/2, where
dP/dE = 1/g is finite. Double loops need -g < alpha < g/3, with limits
E_up   = (4/3)(g-alpha) sqrt((g-alpha)/(6 beta)),
E_back = (2/3)(g+alpha) sqrt((g-2 alpha)/(3 beta)).
Units: E in MV/cm, P in uC/cm2, G in J/cm3 (their product).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq

g = 0.20            # MV cm/uC
beta = 8.0e-4       # MV cm^5/uC^3
slope = 4.0e-4      # MV cm/(uC K)
T0 = 450.0          # K
T_use = 300.0       # K
thickness = 10.0    # nm
E_max = 3.5         # MV/cm
step = 0.01         # MV/cm
eps0 = const.epsilon_0 * 1e10   # F/m -> (uC/cm2)/(MV/cm)


def alpha_at(T):
    return slope * (T - T0)


def energy(pa, pb, alpha, ea=0.0, eb=0.0):
    return (alpha * (pa**2 + pb**2) + g * pa * pb
            + beta * (pa**4 + pb**4) - ea * pa - eb * pb)


def stationary(alpha, ea, eb):
    """All real stationary points as (P, A, G, kind), by elimination of Pb."""
    x = np.poly1d([1.0, 0.0])
    pb_poly = (x * (-2 * alpha) + x**3 * (-4 * beta) + ea) / g
    eq = pb_poly * (2 * alpha) + x * g + pb_poly**3 * (4 * beta) - eb
    found = []
    for root in eq.roots:
        if abs(root.imag) > 1e-7:
            continue
        v = np.array([root.real, pb_poly(root.real)])
        for _ in range(6):          # Newton polish
            grad = (2 * alpha * v + g * v[::-1] + 4 * beta * v**3
                    - np.array([ea, eb]))
            hess = np.array([[2 * alpha + 12 * beta * v[0]**2, g],
                             [g, 2 * alpha + 12 * beta * v[1]**2]])
            v = v - np.linalg.solve(hess, grad)
        haa, hbb = 2 * alpha + 12 * beta * v**2
        det = haa * hbb - g * g
        kind = "saddle" if det < 0 else ("min" if haa > 0 else "max")
        found.append((v[0] + v[1], v[0] - v[1],
                      energy(v[0], v[1], alpha, ea, eb), kind))
    return found


def ground(alpha, field, staggered=0.0):
    pts = stationary(alpha, field + staggered, field - staggered)
    return min(pts, key=lambda s: s[2])


def switching(alpha, coupling=g):
    up = 4 / 3 * (coupling - alpha) * np.sqrt((coupling - alpha) / (6 * beta))
    back = (2 / 3 * (coupling + alpha)
            * np.sqrt((coupling - 2 * alpha) / (3 * beta)))
    return up, back


def relax(pa, pb, alpha, field, layer):
    """Gradient descent to the local minimum; layer is a series-layer k."""
    rate, tol = 0.5, 1e-8
    for _ in range(2000000):
        local = field - layer * (pa + pb)
        ga = 2 * alpha * pa + g * pb + 4 * beta * pa * pa * pa - local
        gb = 2 * alpha * pb + g * pa + 4 * beta * pb * pb * pb - local
        if abs(ga) < tol and abs(gb) < tol:
            return pa, pb
        pa -= rate * ga
        pb -= rate * gb
    raise RuntimeError("relaxation did not converge")


def sweep(fields, alpha, start, layer=0.0):
    pa, pb = start
    P, A = [], []
    for field in fields:
        # the small staggered kick lets an unstable A = 0 state decay
        pa, pb = relax(pa + 1e-3, pb - 1e-3, alpha, float(field), layer)
        P.append(pa + pb)
        A.append(pa - pb)
    return np.array(P), np.array(A), (pa, pb)


def jump(fields, P):
    i = np.argmax(np.abs(np.diff(P)))
    return 0.5 * (fields[i] + fields[i + 1]), abs(P[i + 1] - P[i])


def ramp(top):
    return step * np.arange(0, int(round(top / step)) + 1)


T_N = T0 + g / (2 * slope)
T_tri = T0 + g / (3 * slope)
T_low = T0 - g / slope
al = alpha_at(T_use)

# --- zero-field order and the two susceptibilities -----------------------
for T in (300.0, 600.0, 690.0):
    A_formula = np.sqrt((g - 2 * alpha_at(T)) / beta)
    assert abs(abs(ground(alpha_at(T), 0.0)[1]) - A_formula) < 1e-6

chi = {}
probe = 0.01
for T in (300.0, 600.0, 690.0, 699.0, T_N, 701.0, 710.0, 800.0):
    a_T = alpha_at(T)
    chi[T] = (ground(a_T, probe)[0] - ground(a_T, -probe)[0]) / (2 * probe)
    inverse = a_T + g / 2 if T >= T_N else 2 * (g - a_T)
    assert abs(chi[T] * inverse - 1) < 3e-4, (T, chi[T], 1 / inverse)
assert max(chi, key=chi.get) == T_N
slope_below = (1 / chi[T_N] - 1 / chi[690.0]) / 10 / slope
slope_above = (1 / chi[710.0] - 1 / chi[T_N]) / 10 / slope
assert abs(slope_below + 2) < 0.02 and abs(slope_above - 1) < 0.02

chi_stag = {}
for T in (690.0, 699.0, 701.0, 710.0):
    a_T = alpha_at(T)
    s1, s2 = 1e-6, 3e-6
    if abs(T - T_N) < 5:
        s1, s2 = 1e-8, 3e-8
    chi_stag[T] = (ground(a_T, 0, s2)[1] - ground(a_T, 0, s1)[1]) / (s2 - s1)
    inverse = a_T - g / 2 if T > T_N else g - 2 * a_T
    assert abs(chi_stag[T] * inverse - 1) < 3e-3, (T, chi_stag[T])

# --- steady double loop at the temperature of use ------------------------
E_up, E_back = switching(al)
rise = ramp(E_max)
P_first, A_first, state = sweep(rise, al, (5.0, -5.0))
n_max = int(round(E_max / step))
down = step * np.arange(n_max, -n_max - 1, -1)
up = down[::-1]
P_down, A_down, state = sweep(down, al, state)
P_up, A_up, state = sweep(up, al, state)
loop_fields = []
for fields, P in ((down, P_down), (up, P_up)):
    for half in (fields >= 0, fields <= 0):
        loop_fields.append(jump(fields[half], P[half]))
back_pos, up_neg = loop_fields[0], loop_fields[1]
up_pos, back_neg = loop_fields[2], loop_fields[3]
assert abs(up_pos[0] - E_up) < step and abs(up_neg[0] + E_up) < step
assert abs(back_pos[0] - E_back) < step and abs(back_neg[0] + E_back) < step
assert min(j[1] for j in loop_fields) > 3.0
assert abs(P_down[n_max]) < 1e-5 and abs(P_up[n_max]) < 1e-5


# --- branches, landing states and energy balance -------------------------
def polar_P(field):
    r = np.roots([beta / 2, 0, al + g / 2, -field])
    return r[np.abs(r.imag) < 1e-9].real.max()


def antipolar_P(field):
    r = np.roots([-4 * beta, 0, 2 * (g - al), -field])
    r = r[np.abs(r.imag) < 1e-9].real
    return r[r > 0].min()


def G_branch(P, field, antipolar):
    A = np.sqrt((g - 2 * al) / beta - 3 * P * P) if antipolar else 0.0
    return energy((P + A) / 2, (P - A) / 2, al, field, field)


P_s = np.sqrt((g - al) / (6 * beta))
P_c = np.sqrt((g - 2 * al) / (3 * beta))
P_land_up, P_land_back = polar_P(E_up), antipolar_P(E_back)
drop_up = G_branch(P_s, E_up, True) - G_branch(P_land_up, E_up, False)
drop_back = (G_branch(P_c, E_back, False)
             - G_branch(P_land_back, E_back, True))
loss_balance = 2 * (drop_up + drop_back)
loss_loop = trapezoid(down, P_down) + trapezoid(up, P_up)
jump_error = step * sum(j[1] for j in loop_fields)
assert drop_up > 0 and drop_back > 0
assert abs(loss_loop - loss_balance) < jump_error
recovered = -trapezoid(down[:n_max + 1], P_down[:n_max + 1])
recovered_balance = (G_branch(polar_P(E_max), 0.0, False)
                     - G_branch(0.0, 0.0, True) - drop_back)
assert abs(recovered - recovered_balance) < step * back_pos[1]
efficiency = recovered / (recovered + loss_loop / 2)

# branch equations against the relaxed states
for field in (0.5, 2.0):
    i = int(round(field / step))
    assert abs(P_first[i] - antipolar_P(field)) < 1e-4
    A_sq = (g - 2 * al) / beta - 3 * P_first[i]**2
    assert abs(A_first[i]**2 - A_sq) < 1e-3
i_two = n_max - int(round(2.0 / step))
assert abs(P_down[i_two] - polar_P(2.0)) < 1e-4


# --- limits of the double-loop window ------------------------------------
def minima_kinds(alpha, field):
    mins = [s for s in stationary(alpha, field, field) if s[3] == "min"]
    return (any(abs(s[1]) > 1e-3 for s in mins),
            any(abs(s[1]) <= 1e-3 for s in mins))


assert minima_kinds(al, 0.98 * E_back) == (True, False)
assert minima_kinds(al, 0.5 * (E_up + E_back)) == (True, True)
assert minima_kinds(al, 1.02 * E_up) == (False, True)
coexist = {}
for T in (600.0, 630.0):
    centre = switching(alpha_at(T))[1]
    coexist[T] = any(all(minima_kinds(alpha_at(T), e))
                     for e in centre * np.linspace(0.99, 1.01, 80))
assert coexist[600.0] and not coexist[630.0]
assert minima_kinds(-1.05 * g, 0.0) == (True, True)
assert minima_kinds(-0.95 * g, 0.0) == (True, False)

warm = ramp(2.0)
P_w1, _, s = sweep(warm, alpha_at(550.0), (3.0, -3.0))
P_w2, _, s = sweep(warm[::-1], alpha_at(550.0), s)
warm_up, warm_back = jump(warm, P_w1)[0], jump(warm[::-1], P_w2)[0]
warm_formula = switching(alpha_at(550.0))
assert abs(warm_up - warm_formula[0]) < step
assert abs(warm_back - warm_formula[1]) < step

P_h1, A_h1, s = sweep(warm, alpha_at(650.0), (2.0, -2.0))
P_h2, _, s = sweep(warm[::-1], alpha_at(650.0), s)
hot_gap = np.max(np.abs(P_h1 - P_h2[::-1]))
hot_kink = warm[np.where(np.abs(A_h1) > 0.05)[0][-1]]
hot_formula = switching(alpha_at(650.0))[1]
assert hot_gap < 1e-3
assert abs(hot_kink - hot_formula) < 1.5 * step


# --- thermal escape of a coherently switching grain ----------------------
def landscape(field):
    pts = stationary(al, field, field)
    anti = min(s[2] for s in pts if s[3] == "min" and abs(s[1]) > 1e-3)
    polar = min(s[2] for s in pts if s[3] == "min" and abs(s[1]) <= 1e-3)
    saddle = min(s[2] for s in pts if s[3] == "saddle")
    return anti, polar, saddle


E_equal = brentq(lambda e: landscape(e)[0] - landscape(e)[1],
                 E_back + 0.01, E_up - 0.01)
G_equal = landscape(E_equal)
barrier_equal = G_equal[2] - G_equal[0]
grain = 1000.0                  # nm^3
attempt, wait = 1e12, 2.5e-4    # 1/s, s (quarter period at 1 kHz)
needed = const.k * T_use * np.log(attempt * wait) / (grain * 1e-21)
assert barrier_equal > needed
E_up_thermal = brentq(lambda e: landscape(e)[2] - landscape(e)[0] - needed,
                      E_equal, E_up - 1e-3)
E_back_thermal = brentq(lambda e: landscape(e)[2] - landscape(e)[1] - needed,
                        E_back + 1e-3, E_equal)
assert E_back < E_back_thermal < E_equal < E_up_thermal < E_up

# --- series interface layer ----------------------------------------------
screen = 0.02                   # nm, layer thickness over its permittivity
k_layer = screen / (thickness * eps0)
layer_up, layer_back = switching(al + k_layer / 2, g + k_layer)
P_l1, _, s = sweep(rise, al, (5.0, -5.0), k_layer)
P_l2, _, s = sweep(rise[::-1], al, s, k_layer)
assert abs(jump(rise, P_l1)[0] - layer_up) < step
assert abs(jump(rise[::-1], P_l2)[0] - layer_back) < step

# --- other neglected effects ---------------------------------------------
eps_background, E_break, heat_capacity = 5.0, 5.0, 3.0   # rough inputs
background = eps_background * eps0 * E_max
phi, mass = 2.0, 0.3            # eV, electron masses (rough inputs)
F_si = E_max * 1e8
exponent = (4 * np.sqrt(2 * mass * const.m_e) * (phi * const.e)**1.5
            / (3 * const.hbar * const.e * F_si))
J_tunnel = (const.e**3 * F_si**2 / (8 * np.pi * const.h * phi * const.e * mass)
            * np.exp(-exponent)) * 1e-4
leak = J_tunnel * 1e-3 * 1e6    # uC/cm2 in one 1 ms period
hot_use = switching(alpha_at(358.0))

print(f"g = {g:.2f} MV cm/uC; beta = {beta:.1e} MV cm^5/uC^3")
print(f"slope = {slope:.1e} MV cm/(uC K); T0 = {T0:.0f} K")
print(f"alpha at {T_use:.0f} K = {al:.3f} MV cm/uC; alpha/g = {al/g:.2f}")
print(f"film thickness = {thickness:.0f} nm; field amplitude = {E_max} MV/cm")
print(f"field step = {step} MV/cm; eps0 = {eps0:.5f} (uC/cm2)/(MV/cm)")
print(f"antipolar transition T_N = {T_N:.1f} K")
print(f"upper limit of double loops = {T_tri:.1f} K")
print(f"formal lower limit (alpha=-g) = {T_low:.1f} K")
for T, c in chi.items():
    print(f"T = {T:.0f} K: chi = {c:.4f} uC/(MV cm), chi/eps0 = {c/eps0:.2f}")
print(f"slope of 1/chi in alpha: below {slope_below:.3f}, "
      f"above {slope_above:.3f}")
for T, c in chi_stag.items():
    print(f"T = {T:.0f} K: staggered chi = {c:.1f} uC/(MV cm)")
print(f"A0 at 300 K = {abs(ground(al, 0.0)[1]):.3f} uC/cm2")
print(f"P_s = {P_s:.3f}, P_c = {P_c:.3f} uC/cm2")
print(f"E_up: formula {E_up:.4f}, loop {up_pos[0]:.3f} MV/cm")
print(f"E_back: formula {E_back:.4f}, loop {back_pos[0]:.3f} MV/cm")
print(f"negative side, loop: {up_neg[0]:.3f}, {back_neg[0]:.3f} MV/cm")
print(f"film voltage at E_up = {E_up*thickness/10:.3f} V")
print(f"P after upward jump = {P_land_up:.3f} uC/cm2")
print(f"P after backward jump = {P_land_back:.3f} uC/cm2")
print(f"P at field amplitude = {P_down[0]:.3f} uC/cm2")
print(f"G drops: up {drop_up:.3f}, back {drop_back:.3f} J/cm3")
print(f"loss per cycle: loop {loss_loop:.2f}, drops {loss_balance:.2f} J/cm3")
print(f"recovered: loop {recovered:.2f}, balance "
      f"{recovered_balance:.2f} J/cm3")
print(f"storage efficiency = {100*efficiency:.1f} %")
print(f"550 K loop: up {warm_up:.3f}, back {warm_back:.3f} MV/cm")
print(f"550 K formula: {warm_formula[0]:.4f}, {warm_formula[1]:.4f} MV/cm")
print(f"650 K: largest up-down gap in P = {hot_gap:.1e} uC/cm2")
print(f"650 K: A vanishes at {hot_formula:.4f} MV/cm (formula)")
print(f"650 K: last sweep field with A present = {hot_kink:.2f} MV/cm")
print(f"equal-energy field = {E_equal:.4f} MV/cm")
print(f"barrier there = {barrier_equal:.3f} J/cm3")
print(f"grain {grain:.0f} nm^3, attempt {attempt:.0e} 1/s, wait {wait:.1e} s")
print(f"barrier crossed thermally = {needed:.4f} J/cm3")
print(f"thermal E_up = {E_up_thermal:.3f}, E_back = "
      f"{E_back_thermal:.3f} MV/cm")
print(f"interface length = {screen} nm; k = {k_layer:.5f} MV cm/uC")
print(f"with layer: E_up = {layer_up:.3f}, E_back = {layer_back:.3f} MV/cm")
print(f"background eps {eps_background:.0f} (rough): charge at amplitude "
      f"{background:.2f} uC/cm2")
print(f"tunnel barrier {phi} eV, mass {mass} m_e (rough): "
      f"J = {J_tunnel:.1e} A/cm2")
print(f"tunnel charge bound in 1 ms = {leak:.1e} uC/cm2")
print(f"amplitude/breakdown = {E_max/E_break:.2f} "
      f"(rough breakdown {E_break:.0f} MV/cm)")
print(f"adiabatic heating = {loss_loop/heat_capacity:.1f} K per cycle "
      f"(rough {heat_capacity:.0f} J/(cm3 K))")
print(f"358 K: E_up = {hot_use[0]:.3f}, E_back = {hot_use[1]:.3f} MV/cm")
print("all assertions hold")
```

Running it gives:

```
g = 0.20 MV cm/uC; beta = 8.0e-04 MV cm^5/uC^3
slope = 4.0e-04 MV cm/(uC K); T0 = 450 K
alpha at 300 K = -0.060 MV cm/uC; alpha/g = -0.30
film thickness = 10 nm; field amplitude = 3.5 MV/cm
field step = 0.01 MV/cm; eps0 = 0.08854 (uC/cm2)/(MV/cm)
antipolar transition T_N = 700.0 K
upper limit of double loops = 616.7 K
formal lower limit (alpha=-g) = -50.0 K
T = 300 K: chi = 1.9231 uC/(MV cm), chi/eps0 = 21.72
T = 600 K: chi = 3.5715 uC/(MV cm), chi/eps0 = 40.34
T = 690 K: chi = 4.8079 uC/(MV cm), chi/eps0 = 54.30
T = 699 K: chi = 4.9803 uC/(MV cm), chi/eps0 = 56.25
T = 700 K: chi = 5.0000 uC/(MV cm), chi/eps0 = 56.47
T = 701 K: chi = 4.9900 uC/(MV cm), chi/eps0 = 56.36
T = 710 K: chi = 4.9019 uC/(MV cm), chi/eps0 = 55.36
T = 800 K: chi = 4.1667 uC/(MV cm), chi/eps0 = 47.06
slope of 1/chi in alpha: below -1.998, above 1.000
T = 690 K: staggered chi = 125.0 uC/(MV cm)
T = 699 K: staggered chi = 1249.9 uC/(MV cm)
T = 701 K: staggered chi = 2500.0 uC/(MV cm)
T = 710 K: staggered chi = 250.0 uC/(MV cm)
A0 at 300 K = 20.000 uC/cm2
P_s = 7.360, P_c = 11.547 uC/cm2
E_up: formula 2.5514, loop 2.555 MV/cm
E_back: formula 1.0777, loop 1.075 MV/cm
negative side, loop: -2.555, -1.075 MV/cm
film voltage at E_up = 2.551 V
P after upward jump = 16.754 uC/cm2
P after backward jump = 2.132 uC/cm2
P at field amplitude = 18.992 uC/cm2
G drops: up 6.211, back 9.132 J/cm3
loss per cycle: loop 30.81, drops 30.69 J/cm3
recovered: loop 27.07, balance 27.09 J/cm3
storage efficiency = 63.7 %
550 K loop: up 1.235, back 1.135 MV/cm
550 K formula: 1.2317, 1.1314 MV/cm
650 K: largest up-down gap in P = 3.6e-06 uC/cm2
650 K: A vanishes at 0.7621 MV/cm (formula)
650 K: last sweep field with A present = 0.76 MV/cm
equal-energy field = 1.9653 MV/cm
barrier there = 2.266 J/cm3
grain 1000 nm^3, attempt 1e+12 1/s, wait 2.5e-04 s
barrier crossed thermally = 0.0801 J/cm3
thermal E_up = 2.488, E_back = 1.239 MV/cm
interface length = 0.02 nm; k = 0.02259 MV cm/uC
with layer: E_up = 2.719, E_back = 1.339 MV/cm
background eps 5 (rough): charge at amplitude 1.55 uC/cm2
tunnel barrier 2.0 eV, mass 0.3 m_e (rough): J = 2.3e-06 A/cm2
tunnel charge bound in 1 ms = 2.3e-03 uC/cm2
amplitude/breakdown = 0.70 (rough breakdown 5 MV/cm)
adiabatic heating = 10.3 K per cycle (rough 3 J/(cm3 K))
358 K: E_up = 2.218, E_back = 1.162 MV/cm
all assertions hold
```
